Apparent barrier height from the distance dependence of a tunnelling current

**Problem**

A sharp metal tip faces a clean metal surface across a vacuum gap. At a small, fixed bias, the tunnelling current falls to one tenth when the gap widens by Δ = 0.10 nm. Treat the vacuum as a uniform barrier of height φ above the Fermi level.

(a) Estimate φ by scaling.
(b) Calculate φ from the exponential vacuum-decay law.
(c) Compare the two values, and decide how far the answer may be read as the work function of the metal.

Where a definite setting is needed, take a gap d = 0.60 nm widened to 0.70 nm, a bias V = 0.10 V, a temperature of 300 K, and electrodes whose occupied band is 5.0 eV deep. These are round model parameters. Energies are measured from the Fermi level, and m is the free-electron mass.

**First estimate by scaling**

The data contain one length, Δ. The quantum mechanics of an electron under a barrier adds ħ and m. The one combination of these with the dimension of energy is ħ²/(mΔ²), up to a pure number. An electron whose wave function decays over a length L lies below the barrier top by ħ²/(2mL²), so it is natural to keep the factor 1/2 and set L ≈ Δ:

φ ≈ ħ²/(2mΔ²) = (0.0381 eV nm²)/(0.10 nm)² = 3.8 eV.

The barrier is therefore a few electronvolts high. Scaling cannot say what number belongs to "tenfold", since a fall by a factor of two over the same distance would have given the same estimate.

**Exact solution of the uniform-barrier model**

Inside the gap, an electron at the Fermi level (E = 0) obeys

−(ħ²/2m) ψ'' + φψ = 0, so ψ'' = κ²ψ with κ = √(2mφ)/ħ.

The solutions are exp(−κz) and exp(+κz). To see how the current depends on d, match them to travelling waves of wave number k in two equal electrodes:

z < 0: ψ = exp(ikz) + r exp(−ikz)
0 < z < d: ψ = A exp(−κz) + B exp(κz)
z > d: ψ = t exp[ik(z − d)].

Continuity of ψ and ψ' at z = d gives

A exp(−κd) + B exp(κd) = t
−A exp(−κd) + B exp(κd) = (ik/κ)t.

Half the difference and half the sum of these equations give

A = (t/2)(1 − ik/κ) exp(κd)
B = (t/2)(1 + ik/κ) exp(−κd).

The brackets have equal magnitude, so |B/A| = exp(−2κd). Continuity at z = 0 gives

1 + r = A + B
1 − r = (iκ/k)(A − B),

and adding these removes r:

2 = A(1 + iκ/k) + B(1 − iκ/k).

When exp(−2κd) is much less than 1, the B term can be dropped. Inserting A and solving for t,

t = 4 exp(−κd)/[(1 − ik/κ)(1 + iκ/k)].

The squared magnitudes of the two brackets are (κ² + k²)/κ² and (κ² + k²)/k². The electrodes are equal, so the transmission probability is

T = |t|² = [16k²κ²/(k² + κ²)²] exp(−2κd).

The amplitude decays as exp(−κd), but the current follows the probability, which supplies the factor 2 in the exponent. The prefactor depends on the energies and not on d. At small fixed bias the current is proportional to T, hence

I(d) = I₀ exp(−2κd).

Dividing the currents at the two gaps removes I₀:

I(d)/I(d + Δ) = exp(2κΔ) = 10.

Taking logarithms,

κ = ln 10/(2Δ) = 2.3026/(0.20 nm) = 11.513 nm⁻¹.

Since φ = ħ²κ²/(2m),

φ = ħ²(ln 10)²/(8mΔ²) = (0.03810 eV nm²)(132.55 nm⁻²) = 5.05 eV.

This is 8.09 × 10⁻¹⁹ J, and to two figures it is 5.1 eV. The gap itself has dropped out, so within this model only its change has to be known.

The calculation can be run backwards. Wave matching through a 5.05 eV barrier, with the B term kept, gives a current ratio of 9.99998 between 0.60 and 0.70 nm. If the current were wrongly taken to follow exp(−κd), κ would double and φ would become 20.2 eV. Wave matching through that barrier gives a hundredfold fall, which contradicts the data.

The size of the current is also reasonable. At 0.60 nm the exponential is 1.0 × 10⁻⁶. Because k² and κ² are proportional to 5.0 eV and 5.05 eV, the prefactor is

16(5.0)(5.05)/(10.05)² = 4.0.

The transmission is therefore 4.0 × 10⁻⁶. One channel with this transmission carries (2e²/h)TV = 31 pA at 0.10 V.

**Comparison of the two results**

The ratio of the exact result to the scaling estimate is

[ħ²(ln 10)²/(8mΔ²)]/[ħ²/(2mΔ²)] = (ln 10)²/4 = 1.33.

The estimate lies about 25% below the exact value. For a current that falls by a general factor R over Δ, the same algebra gives (ln R)²/4. Scaling would thus be right for R = e² ≈ 7.4, the fall over one amplitude decay length. A tenfold fall is close to this, which is why the estimate does well.

Both results vary as 1/Δ², so a small relative error in distance is doubled in φ. If the true widening is 5% larger than 0.10 nm, φ is 4.58 eV; if it is 5% smaller, φ is 5.60 eV. A length quoted as 0.10 nm may be uncertain by this much through rounding alone. The second decimal of 5.05 eV is useful for checking arithmetic, but it is not a measured digit.

**What the slope measures**

For any current, the decay law can be used to define an apparent barrier height,

φ_app = (ħ²/8m)(d ln I/dd)².

The tenfold fall fixes φ_app. To see how it can differ from the true height, keep φ = 5.05 eV, restore one neglected effect at a time, and read φ_app from the new current ratio over a 0.10 nm step. The step starts at 0.60 nm unless another gap is named.

*Bias.* For an electron at the Fermi level of the negative electrode, the barrier falls linearly from φ to φ − eV. Its mean height is φ − eV/2, and to first order in eV/φ this mean sets the decay. For this one electron at fixed bias the expected φ_app is 5.00 eV, and wave matching through the tilted barrier gives 5.000 eV. An electron at the lower edge of the bias window, eV further down, sees a mean height of φ + eV/2. The first-order shifts at the two edges are opposite, so they cancel in the current summed over the whole window, for which φ_app is 5.049 eV.

*Sideways motion.* Between flat electrodes, an electron at the Fermi level with sideways energy ε has that much less energy for motion across the gap. Its decay constant is

κ(ε) = κ√(1 + ε/φ) ≈ κ[1 + ε/(2φ)].

In two dimensions, free-electron states are spread evenly in ε. With the slower variation of the prefactor ignored, the summed current is

I ∝ ∫₀^∞ exp[−2κd − κdε/φ] dε = (φ/κd) exp(−2κd).

The extra 1/d makes the current fall faster, because a wider gap selects more strongly against sideways motion. The ratio becomes 10 × 0.70/0.60 = 11.67, so

φ_app ≈ 5.05 eV × (ln 11.67/ln 10)² = 5.75 eV.

The numerical sum, with the full transmission and the finite band depth, gives 5.71 eV. This figure depends on the assumed band depth: it is 5.60 eV for a depth of 3 eV and 5.83 eV for a depth of 12 eV.

*Temperature.* Near the Fermi level T grows with energy roughly as exp(κdE/φ). Thermal spreading is symmetric about E = 0, but this exponential favours the upper side, and more so at larger d. The current then falls slightly more slowly with distance. In the planar sum, going from 0 K to 300 K changes φ_app by −0.003 eV, which is negligible here.

*Image attraction.* An electron between two ideal metal planes is attracted by its image charges. The opposite charges lie at distances 2|z − nd|, and the like charges at 2|n|d with n ≠ 0. Because the images move with the electron, the energy carries a factor 1/2:

U(z) = −(e²/16πε₀)[Σₙ 1/|z − nd| − Σₙ≠₀ 1/(|n|d)],

with both sums taken over −N ≤ n ≤ N before N is made large. At z = d/2 the bracket is (4/d)(1 − 1/2 + 1/3 − …) = 4 ln 2/d. The barrier is lowered most weakly there, yet its top still drops from 5.05 to 3.39 eV.

The apparent height is not this top. Wave matching through the rounded barrier, cut off at the band bottom, gives φ_app = 3.97 eV. The leading semiclassical exponent shows why the two differ. It is proportional to S = ∫√P dz, where P = φ + U is the local height and the integral covers the region where P > 0. By symmetry, S is twice the integral from the left end of that region to the midplane. When the gap widens by a small amount, the midplane moves away from the left plane by half that amount. Because P vanishes at the left end, moving that end adds nothing to the derivative. With P_mid for the height at the midplane,

dS/dd = √P_mid + ∫(∂P/∂d)/(2√P) dz,

where ∂P/∂d is taken at a fixed distance from the nearer plane. The first term says that widening the gap inserts new barrier at the middle, where the height is P_mid and not φ. The second term is positive, because the attraction of the farther plane weakens as it recedes and the whole barrier rises. This puts φ_app above the top of the barrier, but here the rise is too small to bring it up to φ. Close to each plane P < 0, and there is no barrier at the Fermi level. This missing width is nearly independent of d, so it raises the current but hardly changes the slope. In a wider gap P_mid lies closer to φ, and φ_app rises to 4.37 eV when the step starts at 1.00 nm.

With image attraction and sideways motion together, φ_app is 4.66 eV. The two effects partly cancel, but this depends on the chosen gap and model, and it is not a general rule. The combined value runs from about 4.6 to 4.7 eV for band depths from 3 to 12 eV, and it is 4.80 eV when the step starts at 1.00 nm.

**Beside a real microscope**

Many clean metals have work functions of roughly 4 to 5 eV, and a scanning tunnelling microscope can work with gaps below about 1 nm and currents from picoamperes to nanoamperes. The example lies in this regime. Its mean field is 1.67 MV/cm, and the bias energy of 0.10 eV is far below φ, so without image attraction the electron crosses the whole gap under the barrier. The work function is the energy needed to take an electron from the Fermi level to the vacuum just outside the metal. If tip and surface have different work functions, the barrier at small bias slopes from one value to the other, and to first order in their difference the mean sets the decay. A real tip is not a flat plane, its atomic structure matters, and the classical image energy is unreliable within about an atomic distance of a metal. For the planar model with φ held at 5.05 eV, sideways motion and image attraction taken singly move φ_app by +0.7 and −1.1 eV. If the tenfold fall is held fixed instead, the inferred φ moves the opposite way: down for sideways motion and up for image attraction. These figures show the size of the uncertainty and are not corrections to apply to data. Forces between tip and sample can also make the gap change differ from the commanded displacement, and a 5% difference moves φ by about 0.5 eV.

The answer to (c) is therefore that 5.05 eV follows from the stated decay law, while its reading as a work function is uncertain by several tenths of an electronvolt or more. The numerical output below lists the values used.

Values computed for the example and the checks

```
Gap widening for a tenfold fall: 0.10 nm
ln 10: 2.3026
hbar^2/(2m): 0.03810 eV nm^2
Decay constant kappa: 11.513 1/nm
kappa squared: 132.55 1/nm^2
Apparent barrier height: 5.050 eV
Apparent barrier height: 8.091e-19 J
Current ratio recovered by wave matching: 9.99998
Barrier if the factor 2 is forgotten: 20.20 eV
Current ratio that barrier would give: 100.000
Barrier if the true widening is 5% larger: 4.58 eV
Barrier if the true widening is 5% smaller: 5.60 eV
Example gap: 0.60 nm
Example bias: 0.10 V
Example temperature: 300 K
Occupied band depth: 5.0 eV
Factor exp(-2 kappa d) at the gap: 1.00e-06
Matched-wave transmission at the gap: 4.00e-06
Current of one channel: 31.0 pA
Mean field in the gap: 1.67 MV/cm
Apparent heights with one neglected effect restored:
  bias tilt, negative Fermi level: 5.000 eV
  sideways momentum, 0 K: 5.71 eV
  estimate from exp(-2 kappa d)/d: 5.75 eV
  shift from 0 K to 300 K: -0.0033 eV
  image attraction, gap 0.60 nm: 3.97 eV
  image attraction, gap 1.00 nm: 4.37 eV
Top of image-rounded barrier, gap 0.60 nm: 3.39 eV
Image attraction and sideways momentum: 4.66 eV
```
